\section*{Why CpCo(CO) Fails Where CpIr(CO) Breaks Alkane C–H Bonds}

\section{Definitions and conventions}

Photolysis of CpM(CO)$_2$, with Cp the cyclopentadienyl ligand and M = Co or Ir, expels one CO and leaves the 16-electron fragment CpM(CO). Its metal is formally M(I), $d^8$. The reaction in question is the insertion
\begin{equation}
\mathrm{CpM(CO)+R{-}H\longrightarrow CpM(CO)(H)(R)} ,
\end{equation}
whose product is a closed-shell singlet.

Two fragment orbitals matter. Orbital 1 is doubly occupied in the leading configuration of the singlet fragment, and orbital 2 is empty there. Their energies are $\varepsilon_1$ and $\varepsilon_2$, with $\delta=\varepsilon_2-\varepsilon_1>0$. Two electrons in one orbital repel by $U$, two in different orbitals by $U'$, and $K>0$ is the exchange integral. I take $U'=U-2K$, which makes the interaction independent of how the two orbitals are rotated into each other. The orbitals have different symmetry, so no one-electron term mixes them.

$E_T$ and $E_S$ are the lowest triplet and singlet energies of the fragment, and $E_0$ is the lower of the two. An intrinsic bond energy $B$ is the energy of one electron-pair bond relative to two singly occupied orbitals whose spins are free to pair. A positive $\Delta E$ means an uphill reaction.

The fragments below are called cobalt-like and iridium-like because their parameters are round choices that follow the trend of the two metals. They are not computed properties of the complexes. The data for the ions Co$^+$ and Ir$^+$ are real calculations.

\section{First contribution: the spin of the fragment}

With one electron in each orbital and parallel spins, the energy is
\begin{equation}
E_T=\varepsilon_1+\varepsilon_2+U'-K=\varepsilon_1+\varepsilon_2+U-3K .
\end{equation}
The closed-shell configurations $1^2$ and $2^2$ are coupled by the transfer of an electron pair, with matrix element $K$:
\begin{equation}
\begin{pmatrix}2\varepsilon_1+U&K\\K&2\varepsilon_2+U\end{pmatrix}.
\end{equation}
The mean of the diagonal elements is $\varepsilon_1+\varepsilon_2+U$ and half their difference is $\delta$, so the lower root is
\begin{equation}
E_S=\varepsilon_1+\varepsilon_2+U-\sqrt{\delta^2+K^2}.
\end{equation}
The open-shell singlet lies at $\varepsilon_1+\varepsilon_2+U'+K=\varepsilon_1+\varepsilon_2+U-K$. This is not below $E_S$, because $\sqrt{\delta^2+K^2}\ge K$. Subtraction gives
\begin{equation}
E_T-E_S=\sqrt{\delta^2+K^2}-3K .
\label{gap}
\end{equation}
The triplet is lowest when $\delta^2+K^2<9K^2$, that is, when $\delta<\sqrt8\,K\approx2.83K$.

For the cobalt-like fragment, $K=0.45$ eV and $\delta=1.00$ eV give $1.097-1.350=-0.253$ eV: a triplet ground state. For the iridium-like one, $K=0.28$ eV and $\delta=1.50$ eV give $1.526-0.840=+0.686$ eV: a singlet. Both parameters matter here. Cobalt's $K$ with iridium's $\delta$ would give $+0.22$ eV, and iridium's $K$ with cobalt's $\delta$ would give $+0.20$ eV.

\subsection{Where the difference in exchange comes from}

Exchange within a $d$ shell is set by the radial Slater integrals $F^2$ and $F^4$. Summing the exchange of one $d$ orbital with all five, itself included, gives $F^0+\tfrac27(F^2+F^4)$. The self-term, equal for all five real $d$ orbitals, is $F^0+\tfrac4{49}(F^2+F^4)$. Removing it and dividing by the four remaining partners gives the mean
\begin{equation}
\bar K=\frac14\left(\frac27-\frac4{49}\right)(F^2+F^4)=\frac{5}{98}(F^2+F^4).
\end{equation}

Hartree--Fock calculations with the eight $d$ electrons spread evenly over the shell give $F^2+F^4=16.46$ eV for Co$^+$ and $12.53$ eV for Ir$^+$. Hence $\bar K=0.84$ and $0.64$ eV. Averaging the four-index exchange integrals directly gives the same values. The mean $d$ radius is 0.60~\AA\ in Co$^+$ and 0.92~\AA\ in Ir$^+$. Electrons confined to a smaller shell repel more strongly, and so do their exchange densities. These calculations omit electron correlation; relativity enters for iridium through its effective core potential. Larger basis sets change $F^2+F^4$ by only 0.01 eV. The iridium value, however, refers to a nodeless pseudo-orbital: an all-electron scalar-relativistic treatment gives 12.06 eV, $\bar K=0.62$ eV and a radius of 0.91~\AA, and it lowers the cobalt value to 16.36 eV.

In the complex, the frontier orbitals spread onto the ligands and $K$ is smaller than in the ion. The chosen values are 54\% of $\bar K$ for cobalt and 44\% for iridium. Using 54\% for both would set iridium's $K$ to 0.34 eV and its gap to about $+0.5$ eV, still a singlet.

\section{Second contribution: holding the alkane}

Before the C--H bond breaks, the alkane can be held as a $\sigma$ complex, in which the C--H bonding pair donates into orbital 2. Let the donor level be $E_d$, the acceptor level $E_a>E_d$, their overlap $S$ and their coupling $H$. The levels obey
\begin{equation}
(E_d-E)(E_a-E)=(H-ES)^2 .
\end{equation}
Near $E_d$, replace $E$ by $E_d$ everywhere except in the small factor $E_d-E$; near $E_a$, do the same with $E_a$. To second order the shifts are
\begin{align}
\Delta_d&=-\frac{(H-E_dS)^2}{E_a-E_d}, &
\Delta_a&=+\frac{(H-E_aS)^2}{E_a-E_d}.
\end{align}
In the leading configuration $1^2$ of the singlet, orbital 2 is empty and the contact energy is $2\Delta_d<0$. In the triplet, orbital 2 already holds an electron, which must enter the raised level, so the contact energy is $2\Delta_d+\Delta_a$. This is repulsive if
\begin{equation}
|H-E_aS|>\sqrt2\,|H-E_dS| .
\end{equation}
Overlap is essential to this result. For $S=0$ the shifts are equal and opposite, and three electrons would still gain energy.

Take $E_d=-12$ eV, $E_a=-7$ eV, $S=0.20$ and the Wolfsberg--Helmholz form $H=1.75\,S(E_a+E_d)/2=-3.325$ eV. Then $H-E_dS=-0.925$ eV and $H-E_aS=-1.925$ eV, and the second-order shifts are $-0.171$ and $+0.741$ eV. Solving the level equation without approximation gives $-0.155$ and $+0.749$ eV. The singlet therefore gains 0.31 eV at this contact and the triplet loses 0.44 eV. Both numbers depend strongly on the chosen acceptor level. The singlet's gain is 0.09 eV for $E_a=-5$ eV and 0.83 eV for $E_a=-9$ eV, and the triplet contact turns attractive just below $E_a=-10$ eV. A gain above about 0.47 eV would make the cobalt-like $\sigma$ complex favourable in the free-energy balance below, without changing the energy of insertion.

This estimate neglects the small $2^2$ part of the singlet. Raising orbital 2 by 0.749 eV in the two-configuration matrix would weaken the contact by 0.04 eV for the cobalt-like fragment and 0.01 eV for the iridium-like one. The estimate also leaves out back-donation from orbital 1 into the C--H antibonding orbital, and dispersion. Dispersion may hold a triplet fragment loosely at a longer distance, but that is not a $\sigma$ complex. I use the same 0.31 eV for both metals, so that the comparison isolates the effect of spin.

The cobalt-like fragment must first pay 0.253 eV to reach its singlet. Its $\sigma$ complex then lies $0.253-0.310=-0.057$ eV from the free triplet, against $-0.310$ eV for the iridium-like one.

\section{Third contribution: the strength of the new bonds}

\subsection{One bond}

Consider one metal hybrid and one ligand orbital with hopping $t$, on-site repulsion $U$ and orbital energy $-U/2$ each. The covalent singlet has energy $-U$. The symmetric ionic singlet has energy $-U+U=0$. Each of the two covalent terms couples to each of the two ionic ones, and normalization leaves a coupling of magnitude $2t$. Thus
\begin{equation}
E(E+U)-4t^2=0,\qquad E=-U-B,
\end{equation}
\begin{equation}
B=\frac{\sqrt{U^2+16t^2}-U}{2}.
\label{bond}
\end{equation}
For $U\to0$ this is the molecular-orbital value $2t$; for $U\gg t$ it becomes $4t^2/U$. In both limits, and between them, $B$ rises with $t$.

Hopping grows with overlap. A $d_{z^2}$ orbital of Co$^+$ overlaps a hydrogen $1s$ orbital of exponent 1.24, the contracted form usual in molecules, by 0.18 at 1.5~\AA; for Ir$^+$ the value is 0.27 at 1.6~\AA. With the free-atom exponent 1 the values are 0.167 and 0.255. These distances are rough metal--hydride bond lengths. The reason is again the compact $3d$ shell: the mean radius of the valence $s$ orbital, which is empty in these $d^8$ ions, is about 3.1 times that of the $d$ orbital in Co$^+$, and 1.9 times in Ir$^+$. At a distance that suits the $s$ orbital, the $3d$ orbital reaches less far into the bond. The overlaps support the direction of the trend; they do not determine the bond energies.

The chosen intrinsic energies are $B_{\rm MH}=2.4$ and $B_{\rm MC}=1.7$ eV for cobalt, and 3.3 and 2.7 eV for iridium. The C--H bond has $B_{\rm CH}=4.5$ eV, and $U=4.0$ eV throughout.

\subsection{Two bonds on one metal}

The metal binds through the hybrids $a=(2+1)/\sqrt2$, directed to carbon, and $b=(2-1)/\sqrt2$, directed to hydrogen. With $U'=U-2K$, the hybrids have the same $U$, $U'$ and $K$ as the original orbitals. The splitting reappears as a hopping $\delta/2$ between them. The interaction between $a$ and $b$ is
\begin{equation}
U'n_an_b-K\left(\tfrac12n_an_b+2\,\mathbf S_a\!\cdot\!\mathbf S_b\right)+K\,(\text{pair transfer}),
\end{equation}
where $n$ counts electrons and $\mathbf S$ is the spin in units of $\hbar$. For parallel spins $\mathbf S_a\cdot\mathbf S_b=\tfrac14$, and the exchange term is $-K$.

Let $\Phi$ be the product of two separate singlet pairs, $a$ with C and $b$ with H. In $\Phi$:
\begin{itemize}
\item each hybrid holds one electron on average and the pairs are independent, so $\langle n_an_b\rangle=1$;
\item a singlet pair has no preferred spin direction, so $\langle\mathbf S_a\rangle=\langle\mathbf S_b\rangle=0$ and $\langle\mathbf S_a\cdot\mathbf S_b\rangle=0$;
\item the hopping $\delta/2$ and the pair transfer change the number of electrons in each bond, so their expectation values vanish.
\end{itemize}
The mean interaction is therefore $X=U'-K/2$. Bonding has cost half of the exchange energy, because an electron paired with a ligand is no longer parallel to its neighbour on the metal.

So that each bond sees the balanced level $-U/2$ assumed in (\ref{bond}), the mean metal level is set to $-U/2-X$. The two bonds give $-2U-B_{\rm MH}-B_{\rm MC}$, the level shift gives $-2X$ and the interaction gives $+X$:
\begin{equation}
E_\Phi=-2U-B_{\rm MH}-B_{\rm MC}-X .
\end{equation}
The triplet fragment with a separate alkane has
\begin{equation}
E_{\rm sep}=(-U-2X+U'-K)+(-U-B_{\rm CH}).
\end{equation}
In the difference, $-2U$ cancels and $X-U'+K=K/2$ remains. Referring the result to the ground state of the fragment adds $E_T-E_0$:
\begin{equation}
\Delta E^{(1)}=B_{\rm CH}-B_{\rm MH}-B_{\rm MC}+\frac K2+(E_T-E_0).
\label{main}
\end{equation}
Since $\Phi$ is a trial state, the true product energy of this model lies at or below $E_\Phi$, and (\ref{main}) is an upper bound on $\Delta E$. The remainder comes from correlation and electron transfer between the two bonds.

For the cobalt-like fragment $E_T=E_0$, and
\begin{equation}
\Delta E^{(1)}=4.5-4.1+0.225=+0.625\ \text{eV}.
\end{equation}
For the iridium-like one,
\begin{equation}
\Delta E^{(1)}=4.5-6.0+0.140+0.686=-0.674\ \text{eV}.
\end{equation}
Full diagonalization of the four electrons in four orbitals lowers these by 0.12 and 0.20 eV. The results are $\Delta E=+0.50$ eV ($+49$ kJ/mol) for cobalt and $-0.88$ eV ($-85$ kJ/mol) for iridium.

\section{Weighing spin against bond strength}

Exchange the cores, meaning $K$ and $\delta$, while the intrinsic bond energies stay fixed. Full diagonalization gives, in eV:
\begin{center}
\begin{tabular}{lcc}
 & Co-like bonds & Ir-like bonds\\
Co-like core (triplet) & $+0.50$ & $-1.39$\\
Ir-like core (singlet) & $+1.00$ & $-0.88$
\end{tabular}
\end{center}
Changing the bonds moves the reaction energy by 1.9 eV on either core and reverses its sign. Changing the core moves it by 0.5 eV and reverses no sign. In this comparison the triplet core even favours insertion: its two electrons already occupy separate orbitals, whereas the singlet core must first be promoted.

A different question gives a different answer. Keep the cobalt-like product and singlet fragment where they are, and ignore the triplet. The reaction energy falls from $+0.50$ to $+0.25$ eV. Seen this way the triplet opposes insertion by 0.25 eV, yet the reaction remains uphill without it. The two statements agree; they hold different things fixed.

The same care is needed with thermochemical bond energies. The energy needed to remove both H and R from the product, leaving the ground-state fragment, is
\begin{equation}
D_{\rm sum}=B_{\rm CH}-\Delta E ,
\end{equation}
which is 4.00 eV for cobalt and 5.38 eV for iridium. The stability of the triplet is already inside the 4.00 eV. Adding a separate triplet penalty to a balance made with $D_{\rm sum}$ would count it twice.

\section{Free energy and the role of spin crossing}

Binding an alkane molecule costs entropy. I take a loss of 60 J/(mol K), a round value for a fragment already surrounded by liquid alkane, which costs 0.185 eV at 298 K. A free triplet also has three spin states, and losing them costs $kT\ln3=0.028$ eV. For cobalt,
\begin{align}
\Delta G_\sigma&=-0.057+0.185+0.028\approx+0.16\ \text{eV},\\
\Delta G_P&=0.503+0.185+0.028\approx+0.72\ \text{eV},
\end{align}
for the $\sigma$ complex and the product. For iridium the values are $-0.125$ and $-0.69$ eV. The cobalt-like fragment stays free; the iridium-like one binds the alkane and then inserts.

\subsection{A bound that no crossing rate can lift}

Could faster spin crossing rescue the cobalt reaction? Let the free fragment $A$, the $\sigma$ complex and the product $P$ have populations $p_i$ and weights $w_i=e^{-\Delta G_i/kT}$, with $w_A=1$. Let $k_{ji}$ be the rate constant from $i$ to $j$, and $c_i\ge0$ the rate of irreversible loss from $i$. Detailed balance requires $k_{ij}w_j=k_{ji}w_i$. Put $p_i=w_iq_i$ into the rate equation:
\begin{align}
w_i\dot q_i&=\sum_j\left(k_{ij}w_jq_j-k_{ji}w_iq_i\right)-c_iw_iq_i,\\
\dot q_i&=\sum_jk_{ji}(q_j-q_i)-c_iq_i .
\end{align}
If $q_i$ is the largest of the $q$'s, no term on the right is positive, so the largest $q$ cannot grow. Let the free fragment start relaxed in its ground state, so that initially $q_A=1$ and the others vanish. Hence, at all times,
\begin{equation}
p_P(t)\le e^{-\Delta G_P/kT}.
\end{equation}
For the cobalt-like fragment the bound is $8\times10^{-13}$. I propagated the populations with crossing prefactors from $10^8$ to $10^{12}$ s$^{-1}$, insertion barriers of 0 and 0.2 eV above the higher of the two minima, and CO capture of the free fragment at $10^6$ s$^{-1}$. The peak populations reached at most 99.8\% of the bound. Faster crossing brings the system to its unfavourable equilibrium sooner and does not change that equilibrium.

The bound assumes a relaxed fragment. If photolysis first left the cobalt-like fragment in its singlet state, that state would have to be counted separately, with weight $w_S=\tfrac13e^{-0.253\,\mathrm{eV}/kT}$. The same argument would then give $p_P\le w_P/w_S\approx4\times10^{-8}$, a weaker bound but still a negligible population.

The bound also applies only to the population present at one time. If another reaction consumed the product irreversibly, the accumulated yield could exceed it. A trap of that kind is a way around an uphill insertion, at a rate limited by the small population it draws on.

\subsection{The triplet with strong bonds}

Now give the triplet core iridium-like bonds, so that insertion is effectively irreversible. Let $k_1$ and $k_2$ be the rates into and out of the $\sigma$ complex, $k_3$ the insertion rate and $k_c$ the capture rate of the free fragment. The probabilities of ending as product, starting from $A$ and from the complex, obey
\begin{align}
y_A&=\frac{k_1}{k_1+k_c}\,y_\sigma, &
y_\sigma&=\frac{k_3+k_2y_A}{k_2+k_3}.
\end{align}
Insert the second into the first and collect $y_A$. The products $k_1k_2$ cancel, leaving
\begin{equation}
y_A=\frac{k_1k_3}{k_1k_3+k_c(k_2+k_3)} .
\end{equation}
With a 0.2 eV barrier the yield is 0.18, 0.82 and 0.85 for crossing prefactors of $10^8$, $10^{10}$ and $10^{12}$ s$^{-1}$. These yields are sensitive to the contact energy: weakening it by the 0.04 eV noted earlier would lower them to 0.04, 0.49 and 0.55. The iridium-like fragment, with an entry prefactor of $10^{10}$ s$^{-1}$, gives 0.9999.

A triplet ground state thus lowers the yield in two ways. Entry into the $\sigma$ complex requires a spin change and is also uphill, and together these let CO win at a prefactor of $10^8$ s$^{-1}$. With the same prefactor but no uphill step, the yield would be 0.99. Even with fast crossing, the $\sigma$ complex is scarce, which keeps the yield at 0.85. With these inputs neither effect forbids insertion, but the margin is thin: doubling the entropy loss would lower the three yields to 0.0002, 0.003 and 0.004, and capture at $10^7$ s$^{-1}$ would lower them to 0.02, 0.31 and 0.36.

These yields assume that CO captures the triplet at $10^6$ s$^{-1}$ whatever the crossing prefactor. Capture also leads from a triplet to a singlet, so slow spin crossing might hinder it too. If capture were slowed to $10^4$ s$^{-1}$, the yield at a crossing prefactor of $10^8$ s$^{-1}$ would be 0.96 instead of 0.18.

\section{The real complexes and the limits of the model}

Photolysis of CpIr(CO)$_2$ and its methylated relatives in alkanes gives hydrido alkyl complexes, whereas CpCo(CO) does not give the corresponding stable products. The model reproduces this contrast with round parameters; it does not predict the energies of the real complexes. In particular, the 0.69 eV singlet preference of the iridium-like core is a choice and not a property of CpIr(CO), whose singlet and triplet may lie much closer together. The contrast in reaction energy does not rest on that choice: with $K=0.28$ eV and $\delta$ set so that the gap vanishes, $\Delta E$ is $-1.47$ eV for iridium-like bonds and $+0.43$ eV for cobalt-like ones. The C--H value of 4.5 eV is close to that of a real alkane. With a diffusion-limited rate constant near $10^{10}$ M$^{-1}$ s$^{-1}$, a capture rate of $10^6$ s$^{-1}$ corresponds to about 0.1 mM CO. Millimolar CO would capture the fragment about ten times faster and lower the yields found for the triplet with strong bonds. The entropy loss is small compared with association in a gas. Doubling it would add 0.185 eV: iridium's $\sigma$ complex would become slightly unfavourable, at $+0.06$ eV, but its product would remain favourable at $-0.51$ eV.

The main model omits spin--orbit coupling, which is strong in iridium. A rough coupling $\lambda$ between singlet and triplet lowers the ground fragment by
\begin{equation}
\sqrt{(E_T-E_S)^2/4+\lambda^2}-|E_T-E_S|/2 .
\end{equation}
With $\lambda=0.06$ eV for cobalt and 0.45 eV for iridium, this is 0.01 and 0.22 eV. If the product is not lowered as well, iridium's $\Delta G_P$ rises to about $-0.47$ eV. Replacing a C--H stretch near 3000 cm$^{-1}$ by an M--H stretch near 2000 cm$^{-1}$ lowers the zero-point energy by 0.06 eV, leaving cobalt at about $+0.65$ eV. This counts only the one stretch; the other vibrations that change on insertion are left out and could cancel the shift. Neither correction changes the sign of $\Delta G_P$ for either metal. Iridium's weakly bound $\sigma$ complex is less secure: lowering only the free fragment by 0.22 eV would put it at about $+0.10$ eV.

Of the differences chosen for the two fragments, that in the bond energies moves the reaction energy most; its size, 1.9 eV, is an input of the model and is not derived here. At a fixed core, $\Delta E$ falls almost one for one as their sum rises, so cobalt's sum would have to grow from 4.1 to about 4.8 eV before insertion became neutral in free energy. Real complexes also relax their geometry and use more than two metal orbitals, and the model does not size those effects. A quantitative reaction energy for CpCo(CO) therefore needs a correlated calculation on the whole molecule, with both spin states optimized. The values used here are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
Co+ d8: F2 = 10.189 eV, F4 = 6.273 eV
Co+ mean d-d exchange = 0.840 eV
Co+ mean radius: d = 0.596, s = 1.832 angstrom
Co+ s/d radius ratio = 3.072
Co d-H 1s overlap at 1.5 angstrom = 0.182
Ir+ d8: F2 = 7.581 eV, F4 = 4.946 eV
Ir+ mean d-d exchange = 0.639 eV
Ir+ mean radius: d = 0.922, s = 1.731 angstrom
Ir+ s/d radius ratio = 1.877
Ir d-H 1s overlap at 1.6 angstrom = 0.272
Model U = 4.0 eV, C-H bond B = 4.5 eV
Co-like K = 0.45, delta = 1.00 eV
Co-like B(M-H) = 2.4, B(M-C) = 1.7 eV
Co-like E_T - E_S = -0.253 eV
Co-like dE first order = 0.625 eV
Co-like dE full = 0.503 eV = 48.5 kJ/mol
Co-like remainder = -0.122 eV
Co-like dE from singlet = 0.249 eV
Ir-like K = 0.28, delta = 1.50 eV
Ir-like B(M-H) = 3.3, B(M-C) = 2.7 eV
Ir-like E_T - E_S = 0.686 eV
Ir-like dE first order = -0.674 eV
Ir-like dE full = -0.877 eV = -84.6 kJ/mol
Ir-like remainder = -0.203 eV
Ir-like dE from singlet = -0.877 eV
Triplet threshold delta/K = 2.828
Co core with Ir bonds: dE = -1.392 eV
Ir core with Co bonds: dE = 1.002 eV
Donor = -12.0, acceptor = -7.0 eV
Contact overlap = 0.20, H factor = 1.75
Exact level shifts = -0.155, 0.749 eV
Second-order shifts = -0.171, 0.741 eV
Contact energy, two electrons = -0.310 eV
Contact energy, three electrons = 0.439 eV
T = 298.15 K, kT = 0.02569 eV
Entropy loss = 60 J/(mol K), cost = 0.185 eV
Triplet degeneracy cost = 0.028 eV
Co-like dG: sigma complex = 0.157, product = 0.716 eV
Ir-like dG: sigma complex = -0.125, product = -0.691 eV
CO capture rate = 1.0e+06 1/s; usual barrier = 0.2 eV
Co-like product fraction bound = 7.771e-13
Co-like peak fraction, crossing 1e+08 1/s, barrier 0.2 eV = 7.402e-13
Co-like peak fraction, crossing 1e+10 1/s, barrier 0.2 eV = 7.730e-13
Co-like peak fraction, crossing 1e+12 1/s, barrier 0.2 eV = 7.730e-13
Largest Co-like peak, all rates and barriers = 7.754e-13
Ir-like product yield, entry prefactor 1e10 1/s = 0.99990
Co core, Ir bonds: yield at crossing 1e+08 1/s = 0.1762
Co core, Ir bonds: yield at crossing 1e+10 1/s = 0.8203
Co core, Ir bonds: yield at crossing 1e+12 1/s = 0.8514
Rough spin-orbit couplings Co, Ir = 0.06, 0.45 eV
Spin-orbit lowering of fragment Co, Ir = 0.013, 0.223 eV
Rough C-H, M-H stretches = 3000, 2000 1/cm
Stretch zero-point change = -0.062 eV
\end{verbatim}
